# Constant-relaxation-time conductivity of cosine bands against filling

## Problem

Electrons of charge $-e$ and spin degeneracy 2 occupy one tight-binding band with nearest-neighbour hopping $t>0$ and lattice constant $a$. On a chain and on a square lattice the bands are

$$\varepsilon=-2t\cos k_xa,\qquad \varepsilon=-2t(\cos k_xa+\cos k_ya).$$

The zero of energy is the band centre. The filling $n$ is the number of electrons per site, from 0 to 2. Scattering is described by one relaxation time $\tau$, independent of $\mathbf k$ and of $n$. Interactions between electrons are left out.

(a) Find the linear conductivity $\sigma_{xx}$ as a function of $n$.

(b) How is it related to the kinetic energy per site $K$, that is, the equilibrium band energy measured from the band centre?

(c) At which filling is it largest, and does that filling depend on temperature?

For numbers take the round model parameters $t=0.01$ hartree, $a=6$ bohr and $\tau=500\ \hbar/\text{hartree}$ (12.1 fs).

## A tempting solution

Near the bottom of the band $\cos k_xa\simeq1-k_x^2a^2/2$, so the energy rises as $ta^2k_x^2$. Setting this equal to $\hbar^2k_x^2/2m^*$ gives

$$m^*=\frac{\hbar^2}{2ta^2},$$

which is 1.389 electron masses here. The electron density is $n/a^d$ in $d$ dimensions. The Drude formula then gives

$$\sigma_{\rm D}=\frac{n}{a^d}\frac{e^2\tau}{m^*}=\frac{2e^2\tau t}{\hbar^2}\,a^{2-d}\,n .$$

For the chain at $n=1$ this is $500/(1.3889\times6)=60.0$ in units of $e^2\,\text{bohr}/\hbar$. More electrons carry more current, so the conductivity seems to grow in proportion to $n$ and to be largest when the band is full.

## Where it fails

At $n=2$ every state is occupied. The velocity $v_x=\hbar^{-1}\partial\varepsilon/\partial k_x$ is the derivative of a periodic function, so its sum over the whole zone vanishes. A field moves electrons through $\mathbf k$ space, but a full zone remains full, and the current stays zero. The Drude line predicts its largest value exactly there.

The density was counted correctly. The faulty step is the use of the mass at the band bottom for every electron. The rate at which a field changes the velocity of an electron is governed by

$$\frac{1}{m(\mathbf k)}=\frac{1}{\hbar^2}\frac{\partial^2\varepsilon}{\partial k_x^2}=\frac{2ta^2}{\hbar^2}\cos k_xa .$$

This equals $1/m^*$ at $k_x=0$, vanishes at $k_xa=\pi/2$ and is negative beyond. Electrons in the outer part of the zone are accelerated against the force, and they reduce the current. The Boltzmann equation shows how these contributions add.

## Solving the linear equation

The force on an electron in a uniform field $E$ along $x$ is $-eE$, so $\hbar\,dk_x/dt=-eE$. In the steady state the drift of the occupation $f(\mathbf k)$ balances relaxation towards the Fermi function $f_0$:

$$-\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.$$

Integrated over the zone, the left side vanishes because $f$ is periodic. Hence $f$ and $f_0$ contain the same number of electrons, and the chemical potential $\mu$ in $f_0$ is fixed by $n$.

To first order in $E$, the derivative may be taken of $f_0$. Since $f_0$ depends on $\mathbf k$ through $\varepsilon$, the chain rule gives $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$, and

$$f-f_0=eE\tau\,v_x\frac{\partial f_0}{\partial\varepsilon}.$$

The current density is $j=-2e\int\frac{d^dk}{(2\pi)^d}\,v_xf$, the 2 counting spin. The $f_0$ part is zero, because $v_x$ is odd in $k_x$ and $f_0$ is even. The rest, divided by $E$, is

$$\sigma_{xx}=2e^2\tau\int\frac{d^dk}{(2\pi)^d}\,v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

In this form the conductivity belongs to electrons within a few $k_BT$ of the Fermi level.

## From the Fermi surface to the kinetic energy

Use the chain rule in reverse, $v_x\,\partial f_0/\partial\varepsilon=\hbar^{-1}\partial f_0/\partial k_x$, and integrate by parts. The boundary term vanishes because $v_xf_0$ is periodic:

$$\sigma_{xx}=-\frac{2e^2\tau}{\hbar}\int\frac{d^dk}{(2\pi)^d}\,v_x\frac{\partial f_0}{\partial k_x}
=\frac{2e^2\tau}{\hbar^2}\int\frac{d^dk}{(2\pi)^d}\,f_0\frac{\partial^2\varepsilon}{\partial k_x^2}.$$

This is the Drude formula with $1/m^*$ replaced by the average of $1/m(\mathbf k)$ over the occupied states, which repairs the tempting solution.

For the cosine band the second derivative is proportional to the energy itself. With $\varepsilon_x=-2t\cos k_xa$,

$$\frac{\partial^2\varepsilon}{\partial k_x^2}=2ta^2\cos k_xa=-a^2\varepsilon_x .$$

Let $\langle\cdots\rangle$ be the average over the zone. The zone has volume $(2\pi/a)^d$, so $\int d^dk/(2\pi)^d=a^{-d}\langle\cdots\rangle$. The part of the energy per site due to hopping along $x$ is $K_x=2\langle f_0\varepsilon_x\rangle$. On the square lattice $x$ and $y$ are equivalent, so $K_x=K/d$ in both cases. Therefore

$$\boxed{\;\sigma_{xx}=\frac{e^2\tau}{\hbar^2}\,a^{2-d}\left(-\frac{K}{d}\right)\;}$$

at every temperature, which answers (b). The energy zero matters: $K$ is counted from the band centre, so it vanishes for an empty band and for a full one, as the conductivity must.

## How small the field must be

For this band the equation can also be solved at finite field. Put $\theta=k_xa$ and $x=eEa\tau/\hbar$, so that $f-f_0=x\,\partial f/\partial\theta$. Define $S=\langle f\sin\theta\rangle$, $C=\langle f\cos\theta\rangle$ and $C_0=\langle f_0\cos\theta\rangle$. Multiplying the equation by $\sin\theta$ or $\cos\theta$, averaging, and integrating by parts gives

$$S=-xC,\qquad C-C_0=xS ,$$

where $\langle f_0\sin\theta\rangle=0$ was used. Inserting the second in the first gives $S(1+x^2)=-xC_0$. With $v_x=(2ta/\hbar)\sin\theta$ the current is

$$j=-2e\,a^{-d}\,\frac{2ta}{\hbar}\,S=\frac{4e^2\tau t}{\hbar^2}\,a^{2-d}\,\frac{C_0E}{1+x^2}=\frac{\sigma_{xx}E}{1+x^2},$$

the last step because $K_x=-4tC_0$. Linear response thus requires $x\ll1$: an electron must be scattered before it crosses much of the zone. A numerical solution of the full equation gives $j/(\sigma_{xx}E)=0.9999$ at $x=0.01$ and $0.8000$ at $x=0.5$ for both lattices, as the formula requires.

## The chain at zero temperature

States with $|k_x|<k_F$ are filled. Counting them gives $n=2\times2k_Fa/(2\pi)$, so $k_Fa=\pi n/2$. The energy per site is

$$K=\frac{2}{2\pi}\int_{-\pi n/2}^{\pi n/2}(-2t\cos\theta)\,d\theta=-\frac{4t}{\pi}\sin\frac{\pi n}{2},$$

and with $d=1$

$$\sigma=\frac{4e^2\tau at}{\pi\hbar^2}\sin\frac{\pi n}{2}.$$

The Fermi-surface form agrees. Each of the two Fermi points contributes $v_F^2/(\hbar v_F)$ to the $k$ integral, so $\sigma=2e^2\tau\cdot2v_F/(2\pi\hbar)=2e^2\tau v_F/(\pi\hbar)$, and $v_F=(2ta/\hbar)\sin(\pi n/2)$. The conductivity of the chain follows its Fermi velocity, which is greatest in the middle of the band.

## The square lattice at zero temperature

For fixed $\theta_y=k_ya$, the occupied states obey $\cos\theta_x>-\mu/2t-\cos\theta_y$. They form a filled chain, $|\theta_x|<q$, with

$$q(\theta_y)=\arccos\left(-\frac{\mu}{2t}-\cos\theta_y\right).$$

If the argument exceeds 1 the chain is empty and $q=0$; if it is below $-1$ the chain is full and $q=\pi$. Repeating the chain integrals and averaging over $\theta_y$ gives

$$n=2\left\langle\frac q\pi\right\rangle,\qquad K_x=-\frac{4t}{\pi}\langle\sin q\rangle,\qquad \sigma_{xx}=\frac{e^2\tau}{\hbar^2}\frac{4t}{\pi}\langle\sin q\rangle .$$

These relations give $\sigma_{xx}(n)$ with $\mu$ as parameter. At $\mu=0$ they can be evaluated by hand: $\cos q=-\cos\theta_y$ means $q=\pi-|\theta_y|$. The average of $q/\pi$ is $1/2$, so $n=1$. The average of $\sin|\theta_y|$ is $2/\pi$, so

$$\sigma_{xx}(n=1)=\frac{8e^2\tau t}{\pi^2\hbar^2},\qquad K(n=1)=-\frac{16t}{\pi^2}.$$

## Where the maximum lies

Let $g(\varepsilon)$ be the density of states per site and spin. Adding $\pi/a$ to every component of $\mathbf k$ reverses the sign of $\varepsilon$, so $g(-\varepsilon)=g(\varepsilon)$.

At zero temperature, raising $\mu$ by $d\mu$ adds $dn=2g(\mu)\,d\mu$ electrons, each with energy $\mu$. Hence

$$\frac{dK}{dn}=\mu .$$

Since $g$ is even, $\mu=0$ corresponds to $n=1$. Below half filling $\mu<0$ and $-K$ rises with $n$; above it $\mu>0$ and $-K$ falls. The maximum is at $n=1$.

At finite temperature, let $w(u)=[4k_BT\cosh^2(u/2k_BT)]^{-1}$, so that $\partial f_0/\partial\mu=w(\varepsilon-\mu)$. It is even and decreases as $|u|$ grows. Pairing $\varepsilon$ with $-\varepsilon$,

$$\frac{dK}{d\mu}=2\int\varepsilon\,g\,w(\varepsilon-\mu)\,d\varepsilon
=2\int_0^{2dt}\varepsilon\,g(\varepsilon)\,[w(\varepsilon-\mu)-w(\varepsilon+\mu)]\,d\varepsilon .$$

For $\mu<0$ and $\varepsilon>0$ the number $\varepsilon-\mu$ is farther from zero than $\varepsilon+\mu$, so the bracket is negative. For $\mu>0$ it is positive. Thus $-K$ has a single maximum in $\mu$, at $\mu=0$. The filling rises steadily with $\mu$, because $dn/d\mu=2\int g\,w(\varepsilon-\mu)\,d\varepsilon>0$. At $\mu=0$ it equals 1, because $f_0(-\varepsilon)=1-f_0(\varepsilon)$ and $g$ is even. The answer to (c) is therefore half filling, at every temperature, within this model. In real narrow bands half filling is where the omitted effects matter most: electron repulsion, or a Peierls or density-wave gap favoured by the nested Fermi surface, can make the half-filled band an insulator.

## Numbers

For the chain the prefactor is $\tau a=500\times6=3000$ in atomic units. At $n=1$, $K=-4(0.01)/\pi=-0.012732$ hartree, so $\sigma=3000\times0.012732=38.20$. For the square lattice the factor is $\tau/2=250$, and $\sigma_{xx}=250\times0.016211=4.053$. At zero temperature:

| $n$ | chain $\sigma$ ($e^2$ bohr/$\hbar$) | square $\sigma_{xx}$ ($e^2/\hbar$) |
|---|---|---|
| 0.25 | 14.62 | 2.041 |
| 0.50 | 27.01 | 3.282 |
| 0.75 | 35.29 | 3.896 |
| 1.00 | 38.20 | 4.053 |
| 1.25 | 35.29 | 3.896 |
| 1.50 | 27.01 | 3.282 |
| 1.75 | 14.62 | 2.041 |

The half-filling values are $4.92\times10^{-13}$ S m for the chain, a current divided by a field, and $9.87\times10^{-4}$ S for the square lattice, a sheet conductance.

The symmetry about $n=1$ expresses the equivalence of electrons and holes: $2-n$ holes near the top conduct as well as the same number of electrons near the bottom. At $n=1.75$ the tempting formula gives $60.0\times1.75=105$ for the chain, about seven times the correct 14.6.

At zero temperature the Drude line is correct in the dilute limit. (At finite temperature even a few electrons spread up the band, where the inverse mass is smaller, and the ratio to the Drude value stays below 1.) On the chain $\sin(\pi n/2)\to\pi n/2$ gives $\sigma\to2e^2\tau atn/\hbar^2=\sigma_{\rm D}$. On the square lattice every occupied $\varepsilon_x$ tends to $-2t$, so $K_x\to-2tn$ and again $\sigma_{xx}\to\sigma_{\rm D}$. At $n=0.01$ the ratios $\sigma_{xx}/\sigma_{\rm D}$ are 1.0000 and 0.992. At half filling they have fallen to $2/\pi=0.637$ and $4/\pi^2=0.405$.

The square lattice has the flatter maximum: at $n=0.75$ it keeps $3.896/4.053=96\%$ of its peak value, the chain $35.29/38.20=92\%$. Part of this difference comes from the larger $|K|$ of the square lattice, but $-K$ also falls less in absolute terms, by 0.00063 hartree against 0.00097 hartree for the chain. The curvature of $K(n)$ shows why the top itself is flat. Differentiating $dK/dn=\mu$ gives $d^2K/dn^2=1/[2g(\mu)]$. A chain has $g=1/(2\pi t|\sin\theta_x|)$ at its Fermi points. For the square lattice at $\mu=0$ this must be averaged over $\theta_y$ with $|\sin\theta_x|=|\sin\theta_y|$, and the average diverges logarithmically. The curvature therefore vanishes at half filling on the square lattice, while on the chain it is $\pi t$. It vanishes only logarithmically, however: on the square lattice it is still $1.4t$ at $n=0.99$, and by $n=0.75$ it has risen slightly above the chain's value.

## Heating the half-filled band

At $\mu=0$, $2f_0-1=-\tanh(\varepsilon/2k_BT)$. Because $\int\varepsilon g\,d\varepsilon=0$,

$$K=\int\varepsilon\,g\,(2f_0-1)\,d\varepsilon=-\int\varepsilon\,g(\varepsilon)\tanh\frac{\varepsilon}{2k_BT}\,d\varepsilon .$$

The integrand $\varepsilon g\tanh(\varepsilon/2k_BT)$ is positive on both sides of zero and shrinks as $T$ rises. With $\tau$ held fixed, heating lowers the conductivity without any change in the scattering: electrons move from states below the band centre to states above it, and the inverse mass summed over the axes, $-a^2\varepsilon/\hbar^2$, is positive below the centre and negative above it.

At $k_BT=0.1t$ (316 K) the chain has $\sigma=38.04$ and the square lattice 4.034, each within half a percent of its zero-temperature value. At $k_BT=t$ they are 24.35 and 3.152, lower by 36% and 22%. A numerical search places the maximum at $n=1.0000$ in all four cases.

For $k_BT\gg t$, $\tanh u\simeq u$ and $\langle\varepsilon^2\rangle=2dt^2$ give $K\simeq-dt^2/k_BT$, so $\sigma_{xx}$ falls as $1/T$. At $k_BT=t$ this leading term is still crude: it gives $-0.010$ hartree for the chain, against the computed $-0.0081$.

## When the result fails

The proportionality rests on $\partial^2\varepsilon/\partial k_x^2=-a^2\varepsilon_x$. Add second-neighbour hopping to the chain, $\varepsilon=\varepsilon_1+\varepsilon_2$ with $\varepsilon_1=-2t\cos\theta$ and $\varepsilon_2=-2t_2\cos2\theta$. Two derivatives of $\varepsilon_2$ bring down a factor 4, so

$$\sigma=\frac{e^2\tau a}{\hbar^2}\,[-(K_1+4K_2)],$$

where $K_1$ and $K_2$ are the energies per site from the two terms. This is not proportional to $K=K_1+K_2$.

The peak moves too. For $0<t_2<t/4$ the energy still rises steadily from $\theta=0$ to $\pi$, so there is one pair of Fermi points and at zero temperature $\sigma\propto v_F\propto2t\sin\theta_F+4t_2\sin2\theta_F$. Setting the derivative to zero, with $c=\cos\theta_F$ and $\cos2\theta_F=2c^2-1$,

$$16t_2c^2+2tc-8t_2=0,\qquad c=\frac{-t+\sqrt{t^2+128t_2^2}}{16t_2}.$$

The other root lies below $-1$. For $t_2=0.1t$, $c=0.319$ and the peak is at $n=2\theta_F/\pi=0.79$. The direct zone sum at $k_BT=0.01t$ finds the same filling. The ratio of $\sigma$ to $-e^2\tau aK/\hbar^2$ is 1.09 there and 0.86 at $n=1.29$, whereas proportionality would require one constant.

The assumption of constant $\tau$ matters as much. Suppose $1/\tau$ is proportional to the density of states at the Fermi level, as the golden rule gives for weak point scatterers. At zero temperature the boxed formula still holds with $\tau(\mu)$ in place of $\tau$, since the Fermi surface alone enters. On the square lattice $g(\mu)$ diverges at half filling while $K$ stays finite, so this estimate turns the maximum into a dip. Close to that point the estimate undermines itself, because the level broadening $\hbar/\tau$ becomes comparable to $|\mu|$, the energy scale on which $g$ varies near its singularity, and $g(\mu)$ at one sharp energy no longer sets the rate. With the parameters used here $\hbar/\tau=0.002$ hartree, against a chain bandwidth $4t=0.04$ hartree, and the longest mean free path on the chain is $2ta\tau/\hbar=60$ bohr, ten lattice constants. The Boltzmann equation needs the Fermi energy, counted from the nearer band edge, to be large against $\hbar/\tau$. This holds near half filling but not near the edges: on the chain that energy is $2t[1-\cos(\pi n/2)]=0.0015$ hartree at $n=0.25$, already below $\hbar/\tau$. The chain entries at $n=0.25$ and $1.75$ and the dilute-limit ratios at $n=0.01$ are therefore properties of the model equation, and would need a longer $\tau$ to describe a sample. The numerical output below lists the values used.

## Values computed for the example and the checks

```
hopping t = 0.010 hartree
lattice constant a = 6.0 bohr
relaxation time tau = 500 hbar/hartree = 12.09 fs
band mass = 1.3889 electron masses
largest chain mean free path 2 t a tau = 60.0 bohr
T=0 chain: n, K (hartree), sigma (e^2 bohr/hbar)
  0.25  -0.004872  14.6174
  0.50  -0.009003  27.0095
  0.75  -0.011763  35.2896
  1.00  -0.012732  38.1972
  1.25  -0.011763  35.2896
  1.50  -0.009003  27.0095
  1.75  -0.004872  14.6174
T=0 square: n, mu (hartree), K (hartree), sigma (e^2/hbar)
  0.25  -0.025786  -0.008162  2.0405
  0.50  -0.014397  -0.013128  3.2821
  0.75  -0.005682  -0.015583  3.8956
  1.00  +0.000000  -0.016211  4.0528
  1.25  +0.005682  -0.015583  3.8956
  1.50  +0.014397  -0.013128  3.2821
  1.75  +0.025786  -0.008162  2.0405
chain half filling, SI: 4.9201e-13 S m
square half filling, SI: 9.8652e-04 S
chain, kT = 0.001 hartree (316 K): peak n = 1.0000
  K = -0.012680 hartree, sigma = 38.0387 e^2 bohr/hbar
chain, kT = 0.010 hartree (3158 K): peak n = 1.0000
  K = -0.008117 hartree, sigma = 24.3503 e^2 bohr/hbar
square, kT = 0.001 hartree (316 K): peak n = 1.0000
  K = -0.016136 hartree, sigma = 4.0340 e^2/hbar
square, kT = 0.010 hartree (3158 K): peak n = 1.0000
  K = -0.012606 hartree, sigma = 3.1516 e^2/hbar
square dK/dn at n=0.5: -0.014398 hartree; mu: -0.014397 hartree
sigma/Drude at n=0.01: chain 1.0000, square 0.9922
sigma/Drude at n=1: chain 0.6366, square 0.4053
x = 0.01: field = 3.333e-06 hartree/(e bohr)
  j/(sigma E): chain 0.999900, square 0.999900
x = 0.50: field = 1.667e-04 hartree/(e bohr)
  j/(sigma E): chain 0.800000, square 0.800000
second-neighbour chain: t2 = 0.0010 hartree, kT = 0.0001 hartree
  peak filling: numerical 0.7935, T=0 formula 0.7935
  sigma/(-tau a K) at that peak: 1.0926
  same ratio at n = 1.2890: 0.8624
```
